# Why a polar oxide bilayer can survive on a metal

**Question.** A polar oxide bilayer has a plane of cations and a plane of oxygen ions at different heights, and therefore a dipole normal to the surface. Why can such a film survive on a metal, what screens its dipole, and what decides whether oxygen points outward or inward?

## The mechanism

One bilayer has a finite separation between its planes, so its potential step is finite even when nothing screens it. The metal can reduce that step by exchanging electrons with the film. If electrons go from film to metal, the film becomes positive and the metal negative. The field between them points toward the metal; it pulls cations inward and pushes oxygen outward. The rumpling dipole then opposes the transfer dipole. Transfer in the other direction favours oxygen inward.

The role of the image charge needs care. A neutral, laterally uniform double layer is not screened by its classical image. Its image is another neutral double layer, which produces no uniform field outside itself. The image matters after charge transfer, because it places the counter-charge close to the film and so limits the charging energy.

"Survive" here means that a rumpled film of fixed composition and lateral lattice sits in a stable energy minimum. Dewetting, reconstruction and reaction to another oxide are separate competitors, not compared here.

## The electrostatic step

Let the surface of an ideal metal, its image plane, be at $z=0$. The film midplane is at height $h$, and the rumpling is

$$u=z_{\rm O}-z_{\rm cation},$$

so $u>0$ means oxygen outward. The ions carry effective charges $\pm Ze$, where $Z$ includes the film's own electronic response. Let $n$ electrons per cell move from film to metal, with the resulting positive charge shared equally by the two planes. The charges, in units of $e$, and their heights are

$$q_c=Z+\frac n2,\quad z_c=h-\frac u2;\qquad q_o=-Z+\frac n2,\quad z_o=h+\frac u2 .$$

Their sum and first moment are

$$\sum_i q_i=n,$$
$$\sum_i q_i z_i=\Big(Z+\frac n2\Big)\Big(h-\frac u2\Big)+\Big(-Z+\frac n2\Big)\Big(h+\frac u2\Big)=nh-Zu .$$

The terms $\pm Zh$ and $\mp nu/4$ cancel.

A sheet with charge $q_je$ per cell area $A$ has the field $q_je/(2\varepsilon_0A)$ on either side. The plane-averaged energy of a unit positive charge at $z$ is therefore $-(p/2)q_j|z-z_j|$ plus a constant, with

$$p=\frac{e^2}{\varepsilon_0A}.$$

The image sheet has charge $-q_j$ and height $-z_j$. It contributes $+(p/2)q_j(z+z_j)$ and the opposite constant. Above the film, $z>z_j$, the sum is

$$\frac p2q_j\big[-(z-z_j)+(z+z_j)\big]=pq_jz_j .$$

An electron has the opposite energy. Summing over both planes gives the change in the vacuum level relative to the metal,

$$\Delta\Phi=-p\sum_iq_iz_i=p(Zu-nh). \tag{1}$$

This change is counted from the contact work function $\Phi_c$, which already contains the effect of the film pushing back the metal's electron tail.

For $n=0$ the step is $pZu$, the value for the same double layer without a metal. The uniform image has not reduced it. What remains of the image interaction comes from lateral variation. A component of wavevector $\mathbf G$ obeys $\phi''=G^2\phi$ outside the charges and decays as $e^{-G|z-z_j|}$. The path from an ion to an image is about $2h$, so these terms scale as $e^{-2Gh}$.

Neutral bilayers stacked with the same orientation and rumpling have the total step $NpZu$. The midplane of the outermost one is shifted by $(N-1/2)pZu$. For any finite gap, a sufficiently thick stack must transfer charge or change its structure. A single bilayer escapes this growth with thickness.

## Energy of transfer and rumpling

The uniform image energy follows from half the interaction of all charges with all images:

$$E_{\rm im}=\frac12\sum_{ij}q_i\frac p2q_j(z_i+z_j)
=\frac p2\Big(\sum_iq_i\Big)\Big(\sum_jq_jz_j\Big)$$
$$=\frac p2n(nh-Zu)=\frac{phn^2}{2}-\frac{pZnu}{2}. \tag{2}$$

The second equality holds because the $z_i$ and $z_j$ terms give equal sums. The coupling contains $pZu/2$, whereas the vacuum step contains $pZu$, because the film midplane lies halfway through the rumpling step.

The direct interaction of the two planes depends on $|u|$ and is unchanged by $u\to-u$. For a neutral film, $n=0$, it belongs to the energy $U(u)$ of the free film, together with the lateral and short-range forces. I neglect the dependence of $U$ on $n$.

Let the film's midgap level lie at depth $\chi$ below vacuum, and let its gap be $G_f$. Define the drive $V=\Phi_c-\chi$, in energy units. Taking an electron from the valence edge to the metal costs

$$\Big(\chi+\frac{G_f}{2}\Big)-\Phi_c=\frac{G_f}{2}-V .$$

Taking one from the metal to the conduction edge costs $\Phi_c-(\chi-G_f/2)=V+G_f/2$. Both cases are covered by $-Vn+G_f|n|/2$. The energy per cell is thus

$$F(u,n)=U(u)-Vn+\frac{G_f|n|}{2}+\frac{phn^2}{2}-\frac{pZnu}{2}. \tag{3}$$

This assumes sharp band edges, constant $h$ and a gap that does not vary with $u$.

Put $x=V+pZu/2$. For $n>0$, stationarity requires

$$-x+\frac{G_f}{2}+phn=0,$$

which has a positive solution if $x>G_f/2$. For $n<0$ the gap term changes sign, and a solution exists if $x<-G_f/2$. Between these limits any transfer costs energy. Hence

$$n=\operatorname{sgn}(x)\,\frac{\max(|x|-G_f/2,\,0)}{ph}. \tag{4}$$

The rumpling itself can cause transfer: with $V=0$, the condition is $pZ|u|>G_f$.

For $n>0$, (4) gives $pnh=V+pZu/2-G_f/2$. Substitution into (1) yields

$$\Delta\Phi=pZu-V-\frac{pZu}{2}+\frac{G_f}{2}
=\frac{pZu}{2}-V+\frac{G_f}{2}. \tag{5}$$

Transfer removes half of the rumpling step, plus $V-G_f/2$. The half comes from placing the transferred charge at the midplane.

## Why the orientation follows the transfer

Where transfer occurs, (4) gives $ph|n|=|x|-G_f/2$. The transfer terms in (3) then become

$$-\Big(|x|-\frac{G_f}{2}\Big)|n|+\frac{phn^2}{2}
=-phn^2+\frac{phn^2}{2}=-\frac{phn^2}{2}.$$

With $n$ eliminated,

$$F(u)=U(u)-\frac{[\max(|x|-G_f/2,\,0)]^2}{2ph}. \tag{6}$$

Compare $u$ with $-u$. The elastic energies are equal because a free film has no preferred side. The levels satisfy

$$\Big(V+\frac{pZu}{2}\Big)^2-\Big(V-\frac{pZu}{2}\Big)^2=2pZVu .$$

If $uV>0$, the first has the larger magnitude and the transfer gain in (6) is at least as large. Therefore $F(u)\le F(-u)$. A positive drive favours electrons going to the metal and oxygen outward; a negative drive favours the reverse. If $\pm u_0$ are the free-film minima and $|V|+pZu_0/2\le G_f/2$, neither carries transfer and their energies are equal. If the wells are very soft, a lower minimum with transfer can still exist at larger $|u|$.

The force balance is found from (3). Because $n$ is already optimal, its variation adds nothing at first order:

$$U'(u)=\frac{pZn}{2}. \tag{7}$$

On a transferring branch, (4) gives $dn/du=Z/(2h)$. Differentiating the net force gives

$$F''(u)=U''(u)-\frac{pZ}{2}\frac{Z}{2h}
=U''(u)-\frac{pZ^2}{4h}. \tag{8}$$

A stable minimum needs $F''>0$. Transfer softens the rumpling: a larger $u$ admits more charge, which pushes $u$ further.

## Compressed and flat films

Each cation has three oxygen neighbours at lateral distance $b=a/\sqrt3$. A simple even elastic energy is

$$U=\frac{3\kappa}{2}(\ell-l_0)^2,\qquad \ell=\sqrt{b^2+u^2}, \tag{9}$$

where $l_0$ is the preferred bond length and $\kappa$ an effective stiffness that includes all free-film forces. Since $d\ell/du=u/\ell$,

$$U'=3\kappa u\Big(1-\frac{l_0}{\ell}\Big),$$
$$U''=3\kappa\Big(1-\frac{l_0}{\ell}+\frac{l_0u^2}{\ell^3}\Big)
=3\kappa\Big(1-\frac{l_0b^2}{\ell^3}\Big).$$

The last form uses $u^2-\ell^2=-b^2$.

If $l_0>b$, the lateral lattice compresses the bonds. The film relieves this by rumpling to $\pm u_0$, with $u_0=\sqrt{l_0^2-b^2}$. If transfer occurs, it changes the magnitude, and a nonzero drive then favours one sign.

If $l_0<b$, the free film is flat. Then (7) gives rumpling only if there is transfer. For small $u$ and $V>G_f/2$, write $K_0=3\kappa(1-l_0/b)$. Equations (4) and (7) become

$$K_0u=\frac{Z}{2h}\Big(V-\frac{G_f}{2}+\frac{pZu}{2}\Big).$$

Moving the last term to the left,

$$u\simeq\frac{Z(V-G_f/2)/(2h)}{K_0-pZ^2/(4h)}. \tag{10}$$

This estimate requires a positive denominator that is not close to zero; otherwise the full elastic energy (9) is needed to limit $u$. In this case the polar distortion exists because of the transfer.

## Numbers for a compressed bilayer

The parameters are round values: $a=0.31$ nm, $l_0=0.190$ nm, $\kappa=1000$ eV/nm², $Z=0.30$, $h=0.20$ nm, $G_f=2.0$ eV and $V=1.5$ eV. They give $A=0.08323$ nm², $p=217.42$ eV/nm and $b=0.17898$ nm. The free film has

$$u_0=\sqrt{0.190^2-0.17898^2}=0.0638\ {\rm nm}.$$

On the metal, the minimum of (6) lies at $u=0.0693$ nm. There $pZu/2=2.259$ eV, and

$$n=\frac{1.5+2.259-1.0}{217.42\times0.20}=0.0634 .$$

This is 12.2 µC/cm². The bare step is 4.52 eV and the opposing transfer step is 2.76 eV, leaving $\Delta\Phi=1.76$ eV. Transfer has removed about 61% of the bare step at this fixed rumpling. Explicit sums over lattice ions and their images give 4.517 eV without transfer and 1.759 eV with it, in agreement with (1) and (5).

The net curvature is $416.7-24.5=392.2$ eV/nm², so the minimum is stable against uniform changes of the rumpling at fixed height. Its energy is 0.082 eV per cell below the free-film minimum.

In the opposite well at the same drive, $u=-0.0638$ nm and

$$x=1.5-\frac{217.42\times0.30\times0.06377}{2}=-0.58\ {\rm eV}.$$

Since $|x|<G_f/2=1$ eV, no charge moves. The well nevertheless remains, with an unscreened step of $-4.16$ eV. In this compressed film, screening is therefore not needed for a polar minimum to exist; it lowers the energy of one orientation. The barrier from the opposite well is 0.18 eV per cell if all cells switch together. This well also requires a contact work function above 4.16 eV, or the vacuum level would fall below the metal's Fermi level.

Reversing $V$ reverses both $u$ and $n$. With $V=0$ the two orientations are degenerate, but each still transfers charge: for $u=0.0662$ nm, $n=0.0267$. Here the rumpling drives the transfer.

Three neutral bilayers with the ground-state rumpling of the single film would have a step of 13.6 eV. This is the growth that a single bilayer avoids.

Now set $l_0=0.175$ nm and keep the other inputs. The free film is flat, with $K_0=3000(1-0.175/0.17898)\simeq67$ eV/nm². Equation (10) gives

$$u\simeq\frac{0.30\times0.5/0.40}{67-24.5}\simeq0.009\ {\rm nm}.$$

The full minimum is 0.0083 nm, with $n=0.0177$. It is slightly smaller because stretching the bonds adds a cubic restoring force, $3\kappa l_0u^3/(2b^3)$. At $V=0.8$ eV, below $G_f/2$, this film stays flat.

## What the model leaves out

The lateral image energy of the neutral film is $-0.68$ meV per cell, far below the 82 meV gained through transfer. The direct image of the neutral dipole is thus a minor effect for these inputs. It grows about tenfold for each 0.05 nm reduction of $h$, reaching $-7$ meV at 0.15 nm and $-78$ meV at 0.10 nm, and it grows as the square of the ionic charge: if the near field were set by charges $\pm1.2e$, it would be $-11$ meV at $h=0.20$ nm and about $-0.11$ eV at 0.15 nm, as large as the transfer gain there. Being even in $u$, it does not select an orientation.

Placing all transferred charge on one plane changes the image energy by at most $pn^2|u|/4=0.015$ eV per cell at fixed $u$ and $n$. It also moves the film levels by an amount even in $u$, through the term of $-(p/2)q_cq_o|u|$ that is linear in $n$. The shift is $pZ|u|/2\simeq2.1$ eV at $u_0$ for uniform sheets and about 0.6 eV for point ions on the lattice. If holes sit on oxygen and electrons on the cation, it narrows the gap; this preserves the sign rule but changes the amount transferred. If both carriers sit on the same plane, both edges move together and the drive changes instead: for uniform sheets $V\to V-pZ|u|/2$ on the cation plane and $V\to V+pZ|u|/2$ on the oxygen plane. The orientation then follows the shifted drive, whose sign can differ from that of the flat film. With all charge on the cations and $V$ counted from the flat-film levels, oxygen inward is the lower state at $V=1.5$ eV for uniform sheets, and at $V=0.5$ eV but not 1.5 eV for point ions. Gap and drive must therefore be understood as those of the rumpled film, and their variation with $u$ adds a force that (7) omits. This matters for oxides such as FeO, where both band edges carry much cation $d$ weight.

Even with the charge shared equally, the direct interaction of the planes, $-(p/2)q_cq_o|u|$, contains a term $-pn^2|u|/8$ that was neglected with the dependence of $U$ on $n$. Keeping it replaces $h$ by $h-|u|/4$ in the denominator of (4). In the uniform-sheet estimate this raises $n$ to about 0.070 and lowers the step from 1.76 to about 1.5 eV. The term is even in $u$, so the sign rule is unchanged. It is not the only neglected $n^2$ term. For point ions, the lattice energy of the transferred charge within each plane is equivalent to lowering $h$ by 0.045 nm, against 0.017 nm for this term; keeping all point-ion terms gives $n\simeq0.10$ and a step near 0.4 eV. On-site repulsion, also omitted, acts in the opposite direction.

If the holes left by the transfer occupy a two-dimensional, spin-degenerate parabolic band of mass $4m_e$, the Fermi level lies 0.046 eV inside that band, which is small beside the 2.76 eV charging shift. The force drawing the film toward the metal has magnitude $\partial F/\partial h=pn^2/2$ per cell; against an assumed adhesion stiffness of 300 eV/nm² it moves the film inward by 0.0015 nm. At 300 K, classical equipartition for one independent cell gives an rms rumpling fluctuation of 0.008 nm, about 12% of the mean.

The metal–film field is 138 MV/cm. A bulk breakdown field is no useful criterion across less than a bond length; tunnelling is more relevant. A 4 eV barrier of width 0.165 nm has a WKB transmission of about 0.03, which is only an order-of-magnitude estimate for so thin a barrier. The film can exchange electrons with the metal, and its band edges are broadened. The model omits that broadening, so its sharp transfer threshold should not be taken literally.

## Beside a real interface

The parameters are meant to lie roughly in the regime of an FeO(111) bilayer on Pt(111), where iron lies between the platinum and the outer oxygen plane. The lateral lattice constant of about 0.31 nm and a rumpling of several hundredths of a nanometre are of the right size. The drive, effective charge, gap and stiffness are model choices, not values established for that interface. The model gives the observed orientation because a positive drive was chosen, so this agreement does not test the mechanism. Local Fe–Pt bonding can also favour iron next to the metal.

The real film and metal have different lattice constants, so registry and height vary across the surface. Changing $h$ from 0.15 to 0.25 nm, with the other inputs fixed, lowers $n$ from 0.086 to 0.050. The step changes only from 1.82 to 1.72 eV, because (5) contains $h$ solely through $u$. This weak trend is not reliable: keeping the neglected direct interaction of the planes makes the step rise slightly instead, from 1.47 to 1.54 eV. The effective charge matters more: $Z=0.20$ gives a step of 0.95 eV and $Z=0.40$ gives 2.67 eV. With the direct interaction kept, these become 0.78 and 2.35 eV. These values, about 0.8 to 2.7 eV over this range of $Z$, assume uniform sheets with equally shared charge and are not bounds. At $Z=0.30$, with gap and drive counted from the flat film, the uniform-sheet step of the oxygen-outward well is $G_f/2-V=-0.5$ eV if the holes sit on oxygen and about 3.7 eV if they sit on the cations. The step is not a prediction of the measured work-function change. The numerical output lists the individual values without the direct interaction.

## Table of computed values

```
Lattice constant a: 0.31 nm
Cell area A: 0.08323 nm^2
Lateral bond b: 0.17898 nm
Preferred bond l0: 0.190 nm
Bond stiffness kappa: 1000 eV/nm^2
Effective charge Z: 0.30 e
Midplane height h: 0.20 nm
Film gap G: 2.0 eV
Drive V: 1.5 eV
Electrostatic constant p: 217.42 eV/nm
Free-film rumpling magnitude: 0.06377 nm
Ground rumpling u (O outward): 0.06926 nm
Ground transfer n (to metal): 0.06344 electrons/cell
Film charge density: 12.21 uC/cm2
Rumpling part of level shift pZu/2: 2.259 eV
Bare step, lattice sum: 4.517 eV
Opposing transfer step pnh: 2.759 eV
Screened step, lattice sum: 1.759 eV
Three neutral bilayers, step: 13.552 eV
Ground energy (free minimum = 0): -0.0820 eV/cell
Opposite well, same V: u: -0.06377 nm
Opposite well: transfer: 0.00000 electrons/cell
Opposite well: vacuum step: -4.160 eV
Opposite minus ground energy: 0.0820 eV/cell
Barrier from opposite well: 0.1797 eV/cell
Reversed V: u: -0.06926 nm
Reversed V: n: -0.06344 electrons/cell
V=0, O-outward well: u: 0.06622 nm
V=0, O-outward well: n: 0.02667 electrons/cell
Elastic curvature: 416.7 eV/nm^2
Transfer softening: 24.5 eV/nm^2
Net curvature: 392.2 eV/nm^2
Flat free film: preferred bond: 0.175 nm
Flat free film on metal: u: 0.00827 nm
Flat free film on metal: n: 0.01770 electrons/cell
Same film at V=0.8 eV: u: 0.0000 nm
Neutral lateral image energy: -0.6755 meV/cell
Charge-placement energy, at most: 0.0152 eV/cell
Band mass for filling estimate: 4.0 electron masses
Neglected band-filling shift: 0.046 eV
Metal-film field: 137.9 MV/cm
Tunnel barrier for estimate: 4.0 eV
Metal-film tunnel width: 0.165 nm
WKB transmission: 0.0337
Thermal energy at 300 K: 0.0259 eV
Thermal rms rumpling, one cell: 0.0081 nm
Adhesion stiffness for estimate: 300 eV/nm^2
Neglected inward shift: 0.00146 nm
With h=0.15 nm: u=0.0710 nm, n=0.0863 electrons/cell, step=1.815 eV
With h=0.25 nm: u=0.0682 nm, n=0.0501 electrons/cell, step=1.724 eV
With Z=0.20 e: u=0.0665 nm, n=0.0447 electrons/cell, step=0.946 eV
With Z=0.40 e: u=0.0729 nm, n=0.0844 electrons/cell, step=2.669 eV
```
